# Why Concentration-Dependent Diffusion Moves the Midpoint of an Acid Step

Suppose that the half-height point of an acid edge moves by 1.7 nm during the post-exposure bake, and that the bake is modelled as a blur with constant diffusivity. No value of the diffusivity will reproduce the movement if the edge began as an isolated, sharp step. A larger value makes the edge broader but leaves its midpoint where it was. Someone fitting the data might then correct the dose or the mask position for a displacement that arose in the bake.

The opposite error is also possible. Acid plainly flows from the exposed to the unexposed side, so one might expect every level of the profile to move that way. For constant diffusivity the midpoint does not. The reason is a symmetry: at each distance from the original edge, the acid gained on one side equals the acid lost on the other.

## The model and its reversal

Let \(u(x,t)\) be the acid concentration divided by its value far inside the exposed region. Initially \(u=1\) for \(x<0\) and \(u=0\) for \(x>0\). The line is unbounded, no acid is lost or neutralized, and the diffusivity \(D(u)\) is smooth and positive. The flux to the right is \(-D(u)u_x\), so conservation of acid gives

\[
u_t=\bigl(D(u)u_x\bigr)_x .
\]

Subscripts denote derivatives. Half-height means \(u=1/2\), midway between the plateaus.

Measure the concentration from this midpoint by \(w=u-1/2\). The initial step is antisymmetric: \(w(-x,0)=-w(x,0)\). The question is whether diffusion preserves this property. To find out, reflect the profile left to right and exchange acid with missing acid:

\[
v(x,t)=1-u(-x,t).
\]

Write \(y=-x\). The chain rule gives \(v_x(x,t)=u_y(y,t)\), because the minus sign in front of \(u\) cancels the one from the reflection. Also \(u(y,t)=1-v(x,t)\), and therefore

\[
D(1-v)v_x=D(u)u_y .
\]

Differentiate with respect to \(x\), using \(\partial_x=-\partial_y\):

\[
\bigl(D(1-v)v_x\bigr)_x=-\bigl(D(u)u_y\bigr)_y=-u_t(y,t)=v_t .
\]

The reversed profile thus obeys a diffusion equation with \(D(u)\) replaced by \(D(1-u)\). Its initial step is the same as that of \(u\).

If \(D(u)=D(1-u)\), then \(u\) and \(v\) solve the same problem. Diffusion with a smooth positive \(D\) has one bounded solution for given initial data, so \(u=v\), or

\[
u(x,t)+u(-x,t)=1 .
\]

At \(x=0\) this says \(u(0,t)=1/2\). The midpoint is fixed.

A constant \(D\) satisfies the condition, and its solution is

\[
u=\tfrac12\operatorname{erfc}\!\left(\frac{x}{2\sqrt{Dt}}\right).
\]

Constancy is more than is needed, however. The function \(D=0.5+6u(1-u)\) nm²/s rises from 0.5 at either plateau to 2 at the midpoint, yet it takes equal values at \(u\) and \(1-u\). The numerical solution for this case also has zero midpoint shift. It is enough that diffusion treats a surplus above the midpoint and an equal deficit below it alike.

## What pushes the midpoint

Expanding the diffusion term separates two effects:

\[
u_t=D(u)u_{xx}+D'(u)u_x^2 .
\]

Take a smooth profile that is antisymmetric at some instant. Since \(w\) is odd in \(x\), its slope \(u_x\) is even and its curvature \(u_{xx}\) is odd. The curvature therefore vanishes at \(x=0\). The squared slope does not: reversal cannot change the sign of a square. At the centre

\[
u_t=D'(\tfrac12)u_x^2 .
\]

Let \(x_h(t)\) be the half-height position. Differentiating \(u(x_h,t)=1/2\) gives \(u_x\dot x_h+u_t=0\). Hence, with \(u_x<0\),

\[
\dot x_h=-\frac{u_t}{u_x}=-D'(\tfrac12)u_x=D'(\tfrac12)|u_x| .
\]

If the diffusivity rises with acid concentration at the midpoint, the midpoint starts to move towards the unexposed side. More acid arrives from the mobile, acid-rich side than leaves into the less mobile side.

For numbers, let \(D\) rise exponentially from 0.5 nm²/s at \(u=0\) to 2 nm²/s at \(u=1\):

\[
D(u)=0.5\,e^{\beta u}\ \text{nm}^2/\text{s},\qquad \beta=\ln4=1.386 .
\]

Then \(D(1/2)=1\) nm²/s and \(D'(1/2)=1.386\) nm²/s. A smooth edge \(u=\tfrac12\operatorname{erfc}[x/(\sqrt2\sigma)]\) with \(\sigma=5\) nm has central slope \(|u_x|=1/(\sqrt{2\pi}\sigma)=0.0798\) nm⁻¹. The initial velocity is \(1.386\times0.0798=0.111\) nm/s. The numerical solution gives an average of 0.110 nm/s over the first 0.1 s.

This velocity holds only at the antisymmetric instant. Afterwards the curvature at the midpoint need not vanish. For the same reason, \(D'(1/2)=0\) does not ensure a fixed midpoint: asymmetry elsewhere in the profile can reach it later.

## The sharp step

A sharp step has infinite initial slope, so its motion needs a separate treatment. Neither the step nor the unbounded line contains a length, and the solution can depend on position only through \(\xi=x/\sqrt t\). Put \(u=f(\xi)\). Then

\[
u_t=-\frac{\xi}{2t}f',\qquad
u_x=\frac{f'}{\sqrt t},\qquad
(Du_x)_x=\frac{(Df')'}{t},
\]

where primes on \(f\) and on the bracket mean \(d/d\xi\). Multiplying the diffusion equation by \(t\) leaves

\[
-\frac{\xi}{2}f'=(Df')' .
\]

Define the scaled flux \(q=-Df'\). The equation becomes \(dq/d\xi=\xi f'/2\). The profile decreases steadily from one plateau to the other, so \(u\) can replace \(\xi\) as the variable. Dividing by \(du/d\xi=f'\),

\[
\frac{dq}{du}=\frac{\xi}{2}.
\]

Differentiate once more and use \(d\xi/du=1/f'=-D/q\):

\[
q\,\frac{d^2q}{du^2}=-\frac{D(u)}{2},\qquad q(0)=q(1)=0 .
\]

The end conditions say that no acid flows in the plateaus. From here on, primes on \(q\) mean \(d/du\). The half-height position is

\[
x_h=2q'(\tfrac12)\sqrt t .
\]

If \(D(u)=D(1-u)\), the curve \(q(u)\) is symmetric about \(u=1/2\), its slope there is zero, and the earlier result returns.

Now let \(D(u)>D(1-u)\) for every \(u>1/2\), as for any steadily increasing \(D\). Compare \(q(u)\) with its mirror image \(p(u)=q(1-u)\) on the interval from \(1/2\) to 1. Their difference \(g=q-p\) vanishes at both ends and satisfies

\[
g''=-\frac{D(u)}{2q}+\frac{D(1-u)}{2p}.
\]

If \(g\) were negative somewhere, it would have an interior minimum, where \(g''\ge0\). But \(q<p\) and \(D(u)>D(1-u)\) make the right side negative there. This is a contradiction, so \(g\ge0\). An interior zero of \(g\) would also be a minimum with \(g''<0\), so in fact \(g>0\) inside the interval.

Since \(p'(1/2)=-q'(1/2)\), we have \(g'(1/2)=2q'(1/2)\ge0\). Equality must still be excluded. Rearranging \(g''\),

\[
g''=-\frac{D(u)-D(1-u)}{2q}+\frac{D(1-u)}{2pq}\,g\le Kg
\]

near \(u=1/2\), where \(K\) is an upper bound on the coefficient of \(g\). If \(g'(1/2)\) were zero, integrating twice would give

\[
g(u)=\int_{1/2}^{u}(u-s)g''(s)\,ds .
\]

Take an interval of length \(\delta\) starting at \(1/2\), short enough that \(K\delta^2/2<1\), and let \(M>0\) be the largest value of \(g\) on it. At the point where \(g=M\), the integral gives \(M\le(K\delta^2/2)M<M\), which is impossible. Hence \(q'(1/2)>0\): the midpoint moves towards the low-acid side, in proportion to \(\sqrt t\). If the inequality for \(D\) is reversed, the reversal argument shows that the motion is reversed too.

For the exponential diffusivity, the numerical solution of the flux equation gives \(2q'(1/2)=0.2243\) nm/s\(^{1/2}\). After a 60 s bake,

\[
x_h=0.2243\sqrt{60}=1.74\ \text{nm}.
\]

A direct solution of the time-dependent equation gives the same value. At 15 s it gives 0.87 nm, half as much after a quarter of the time. With \(D\) falling from 2 to 0.5 nm²/s instead, the shift is −1.74 nm.

The whole profile does not move rigidly. At 60 s, constant \(D=1\) nm²/s puts the levels \(u=3/4\) and \(u=1/4\) at −7.39 and +7.39 nm. The exponential law puts them at −6.57 and +8.16 nm. These levels have moved by about 0.8 nm relative to the constant-\(D\) profile, less than half the displacement of the midpoint.

## A formula for weak dependence

The size of the shift can be found in closed form when \(D\) varies little. Let

\[
D=D_0[1+\varepsilon(u-\tfrac12)],\qquad
u=\tfrac12+w+\varepsilon u_1+\cdots,
\]

where \(w=-\tfrac12\operatorname{erf}[x/(2\sqrt{D_0t})]\) is now the constant-\(D_0\) solution. With \(L=\partial_t-D_0\partial_x^2\), we have \(Lw=0\). The terms of first order in \(\varepsilon\) give

\[
Lu_1=D_0(ww_x)_x=D_0w_x^2+D_0ww_{xx},\qquad u_1(x,0)=0 .
\]

To invert \(L\), use the product rule \(L(ab)=aLb+bLa-2D_0a_xb_x\). It gives first

\[
L(w^2)=-2D_0w_x^2 .
\]

Since \(Lw_x=0\), it also gives \(L(xw_x)=-2D_0w_{xx}\), and then

\[
L(xww_x)=-2D_0ww_{xx}-2D_0w_x(w_x+xw_{xx}).
\]

The slope \(w_x\) is a Gaussian, so \(w_{xx}=-xw_x/(2D_0t)\). Consequently

\[
L(tw_x^2)=w_x^2-2D_0tw_{xx}^2=w_x(w_x+xw_{xx}).
\]

This is the last bracket of the preceding equation. The two source terms are therefore

\[
D_0w_x^2=L\!\left(-\tfrac12w^2\right),\qquad
D_0ww_{xx}=L\!\left(-\tfrac12xww_x-D_0tw_x^2\right).
\]

As \(t\to0\) at any \(x\ne0\), \(w^2\to1/4\) and the terms containing \(w_x\) vanish. A constant \(1/8\), for which \(L\) gives zero, meets the initial condition:

\[
u_1=\frac18-\frac{w^2}{2}-\frac{xww_x}{2}-D_0tw_x^2 .
\]

At the centre \(w=0\) and \(w_x=-1/\sqrt{4\pi D_0t}\), so \(u_1(0,t)=1/8-1/(4\pi)\). The half-height condition to first order is \(w_x(0,t)x_h+\varepsilon u_1(0,t)=0\), which gives

\[
x_h\simeq\varepsilon\left(\frac18-\frac1{4\pi}\right)\sqrt{4\pi D_0t}
=0.1610\,\varepsilon\sqrt{D_0t}.
\]

For the exponential law, \(D/D(1/2)=e^{\beta(u-1/2)}\), whose linear part has \(\varepsilon=\beta\). The estimate is \(0.1610\times1.386\times\sqrt{60}=1.73\) nm, within 1% of the full result, although \(\beta\) is not small. Symmetry accounts for part of this agreement. With \(D(1/2)\) held fixed, changing the sign of \(\beta\) exchanges \(D(u)\) and \(D(1-u)\), and so reverses the shift. An expansion in powers of \(\beta\) has no \(\beta^2\) term, and its first correction is of order \(\beta^3\). The symmetry does not explain why that correction is numerically small.

## Conserved acid, displaced midpoint

The movement creates no acid. Integrating \(dq/du=\xi/2\) from \(u=0\) to 1 gives

\[
\int_0^1\xi\,du=2[q(1)-q(0)]=0 .
\]

The average position of the levels stays at zero for every \(D(u)\) considered here. Equivalently, the acid gained at \(x>0\) equals the acid lost at \(x<0\). Conservation fixes this equal-area position. Antisymmetry is sufficient, though not necessary, to make the half-height position coincide with it.

At \(x=0\), \(dq/du=0\), so \(q\) has its maximum there. The physical flux is \(q/\sqrt t\), and the amount that has crossed, divided by the plateau concentration, is

\[
\int_0^t\frac{q_{\max}}{\sqrt{t'}}\,dt'=2q_{\max}\sqrt t .
\]

For the exponential law this is \(2\times0.2895\times\sqrt{60}=4.485\) nm, the amount held in a fully exposed layer of that thickness. The concentration at the original edge is \(u(0,t)=0.562\). Acid is conserved, but the concentration at the old edge is no longer one half.

## Asymmetric diffusivity and asymmetric edges

An asymmetric diffusivity can leave the midpoint in place by cancellation. With \(y=2u-1\), consider

\[
D=1+0.2y-0.5483y^3\ \text{nm}^2/\text{s}.
\]

Above the midpoint, \(D(u)-D(1-u)\) is first positive and then negative, so the direction argument does not apply. The cubic coefficient was adjusted numerically to make \(q'(1/2)=0\), and the time-dependent solution then shows no shift to the printed 0.001 nm. Yet the profile is not antisymmetric: \(u(x)+u(-x)\) departs from 1 by up to 0.016. The cancellation belongs to the sharp step. A smooth antisymmetric edge would begin to move, because \(D'(1/2)=0.4\) nm²/s is not zero.

Nor is constant diffusivity enough by itself: if the initial profile is not antisymmetric, the midpoint can move. Let the acid fall linearly from 1 to \(1/2\) over 8 nm, and from \(1/2\) to 0 over the next 12 nm. Constant-\(D\) diffusion averages the initial profile with an even Gaussian \(G\), so

\[
w(0,t)=\int_0^\infty G(x,t)\,[w(x,0)+w(-x,0)]\,dx .
\]

The bracket is \(x/16-x/24=x/48\) up to 8 nm and \(1/2-x/24\) from there to 12 nm. It is nowhere negative, so the midpoint moves to the right. With \(D=1\) nm²/s, the shift after 60 s is 0.93 nm.

## Beside a real resist

The example is meant for a positive chemically amplified resist of the type used at 193 nm. A 60 s bake and a blur length \(\sqrt{2D(1/2)t}=11\) nm are rough typical values, the blur being on the large side for fine patterns. The fourfold range of \(D\) is an illustrative choice. The sharp initial step is an idealization, since an optical image leaves a gradual edge. If the bake starts from the smooth error-function edge used earlier, but with \(\sigma=15\) or 20 nm, the exponential law gives a shift of 1.5 or 1.3 nm after 60 s. In such resists, mobility is expected to follow the local removal of protecting groups from the polymer more directly than the acid concentration. If \(D\) follows that deprotection through the same exponential law, with a rate of 0.05 s⁻¹ at full acid concentration, the calculated shift of a sharp step is 1.9 nm instead of 1.7 nm; for an initial edge with \(\sigma=15\) nm it is 1.1 nm. If \(D\) instead falls from 2 to 0.5 nm²/s as deprotection proceeds, the sharp step shifts by −1.5 nm. The direction therefore depends on how deprotection changes the mobility in the particular resist.

Some other neglected effects are of similar size. Acid loss and neutralization by a base were each calculated separately with constant \(D=1\) nm²/s, so their shifts should not simply be added to the 1.7 nm. Uniform acid loss at 0.002 s⁻¹ multiplies the profile by \(e^{-0.12}\) after 60 s and moves the original \(u=1/2\) level by −1.8 nm. Half the current plateau stays fixed, since a common factor does not alter relative height. An immobile base at 10% of the initial acid level, neutralizing acid at once, moves half the net acid plateau by −1.1 nm. It removes acid that enters the unexposed side, with no mirror-image source on the other side.

The second edge of an exposed space 50 nm wide matters little only if both edges start sharp: with constant \(D=2\) nm²/s it then shifts the level \(u=1/2\) by −0.02 nm, although the peak falls to 0.89 and half of that current peak lies about 2 nm outside the original edge. With gradual edges the second edge is no longer negligible. For \(\sigma=15\) or 20 nm and constant \(D=2\) nm²/s, the level \(u=1/2\) moves by −0.6 or −1.5 nm during the bake. With the exponential law, the second edge reduces the shift from 1.5 to 1.2 nm, or from 1.3 to 0.5 nm. Counting noise adds a random scatter. For 0.05 acid molecules per nm³, a 50 nm film, 20 nm of edge and a box one blur length wide, there are about 550 molecules at full exposure. The fluctuation of \(u\) at half-height is about \(\sqrt{0.5/550}=0.03\). Dividing by the central slope, \(1/\sqrt{4\pi D(1/2)t}=0.036\) nm⁻¹, gives a random edge scatter of roughly 0.8 nm.

The 1.7 nm is therefore the size of one mechanism under stated conditions, and not a forecast of printed linewidth. The developed edge also depends on deprotection and dissolution, and need not lie at the acid half-height. The numerical output below lists most of the values used here.

## Computed results

```
bake time: 60 s
D at u=0: 0.50 nm^2/s
D at u=1/2: 1.00 nm^2/s
D at u=1: 2.00 nm^2/s
exponent beta = ln(D(1)/D(0)): 1.386 
blur length sqrt(2 D(1/2) t): 10.95 nm
half-height shift, constant D: 0.000 nm
half-height shift, symmetric D=0.5+6u(1-u): 0.000 nm
half-height shift, exponential D, time solver: 1.737 nm
same from flux equation: 1.737 nm
same at quarter of bake time: 0.868 nm
shift for D falling from 2 to 0.5: -1.737 nm
2 q'(1/2), exponential D: 0.2243 nm/s^0.5
q_max, exponential D: 0.2895 nm/s^0.5
u at x=0, exponential D: 0.562 
position of u=3/4, exponential D: -6.57 nm
position of u=1/4, exponential D: 8.16 nm
position of u=3/4, constant D: -7.39 nm
position of u=1/4, constant D: 7.39 nm
max |u(x)+u(-x)-1|, constant D: 1.4e-13
max |u(x)+u(-x)-1|, symmetric D: 2.7e-15
max |u(x)+u(-x)-1|, exponential D: 0.124 
acid crossing x=0 / plateau, time solver: 4.485 nm
same from 2 sqrt(t) q_max: 4.485 nm
smooth profile sigma: 5.0 nm
its initial midpoint velocity, formula: 0.1106 nm/s
same, time solver over 0.1 s: 0.1098 nm/s
weak-dependence coefficient, formula: 0.1610 
same, flux equation at eps=0.05: 0.1610 
weak formula with eps=beta: 1.729 nm
2q'(1/2), D=1+0.8(2u-1)^3: 0.0956 nm/s^0.5
tuned c in D=1+0.2y-c y^3, y=2u-1: 0.5483 nm^2/s
shift with tuned D: 0.000 nm
its max |u(x)+u(-x)-1|: 0.0160 
exposed space width: 50 nm
second-edge shift at D=2: -0.024 nm
acid loss rate: 0.002 1/s
loss shift of original u=1/2, constant D: -1.758 nm
loss shift of half current plateau: 0.000 nm
immobile base / initial acid plateau: 0.10 
base shift of half net plateau, constant D: -1.070 nm
ramp widths: high side: 8 nm
ramp widths: low side: 12 nm
uneven-ramp shift, constant D: 0.933 nm
deprotection rate at u=1: 0.05 1/s
shift if D follows deprotection: 1.921 nm
acid number density: 0.05 1/nm^3
film thickness: 50 nm
edge length sampled: 20 nm
acid molecules in noise box at u=1: 548 
rough edge scatter from counting noise: 0.83 nm
```
